# Tunnelling through a van der Waals gap as a rectangular barrier

**Q.** A metal lies on a layered semiconductor, with a van der Waals gap between them. You want to replace the gap by a rectangular barrier. What sets its height? The Schottky barrier?

**A.** No. The Schottky barrier separates the metal's Fermi level from the semiconductor's band edge. The gap barrier separates the electron's energy $E$ from the potential energy $U$ inside the gap. I call it $\Phi=U-E>0$. If $U$ is the vacuum level outside a metal of work function $W$, then

$$\Phi=W-(E-E_F),$$

which equals $W$ at the Fermi level. An electron with enough energy to enter the semiconductor band may therefore still have to tunnel through the gap.

The model takes $U$ constant for $0<z<d$. It leaves out the atomic structure of the potential and image lowering. The latter is not small in a narrow gap: at $z=0.15$ nm from a metal's image plane, the classical image energy $e^2/(16\pi\varepsilon_0z)$ is 2.4 eV. For a real gap, $\Phi$ is therefore an effective height that can lie well below $W$. The width $d$ is that of the electronic barrier, not the distance between the atomic planes on either side.

**Q.** The interface is a plane, and electrons arrive at all angles. Why should a one-dimensional barrier be enough?

**A.** Because I assume a laterally uniform interface, which conserves the in-plane wavevector $\mathbf k_\parallel$. In the gap the electron has the free mass $m_0$, and

$$-\frac{\hbar^2}{2m_0}\nabla^2\Psi+U\Psi=E\Psi .$$

Insert $\Psi=e^{i\mathbf k_\parallel\cdot\mathbf r}\psi(z)$. The in-plane derivatives give $-k_\parallel^2\psi$, so

$$\psi''=\kappa^2\psi,\qquad \kappa^2=\frac{2m_0\Phi}{\hbar^2}+k_\parallel^2 .$$

The problem is now one-dimensional, but the in-plane motion has not dropped out: it increases the decay constant $\kappa$.

**Q.** The two sides have different effective masses. What do you match at the faces?

**A.** I take one effective-mass band on each side and require $\psi$ and $\psi'/m$ to be continuous. The current density along $z$ is $(\hbar/m)\,\mathrm{Im}(\psi^*\psi')$, so these conditions conserve current. Transport is coherent and elastic. This matching is an assumption: it joins a slowly varying envelope to the true wave in the gap and gives the outgoing wave a purely imaginary slope $\psi'/\psi$ at the face. In a layered solid the Bloch state decays into the crystal's own gaps, and the slope has a large real part. The decay constant $\kappa$ is unaffected, but the prefactor derived below, its bound and the absolute size of $T$ need not carry over. For a one-dimensional lattice of 0.315 nm wells and 0.30 nm gaps behind a 0.30 nm, 4.5 eV contact gap, the transmission at the centre of the lowest band is about 0.14, whereas the formula below, used with the lattice group velocity, gives about $6\times10^{-4}$.

Let $k_1,m_1$ belong to the metal and $k_3,m_3$ to the semiconductor, with $k_j$ the normal wavevector at the given $E$ and $\mathbf k_\parallel$. The masses then enter the matching conditions only through three velocities:

$$v_1=\frac{\hbar k_1}{m_1},\qquad v_3=\frac{\hbar k_3}{m_3},\qquad u=\frac{\hbar\kappa}{m_0}.$$

The first two are normal group velocities. The third has the dimension of a velocity, but nothing travels at $u$; it measures the logarithmic slope of an evanescent wave.

**Q.** A monolayer has no wave travelling away along $z$. What is $v_3$ then?

**A.** It is undefined, and the calculation does not cover that case. The semiconductor must be thick enough to carry an outgoing wave. A state bound in a monolayer calls for an escape rate instead of a transmission probability.

**Q.** Then solve the thick case, and keep the signs visible.

**A.** With unit incident amplitude, the waves are

$$\psi=\begin{cases}e^{ik_1z}+re^{-ik_1z}, & z<0,\\ C\cosh\kappa(z-d)+D\sinh\kappa(z-d), & 0<z<d,\\ t\,e^{ik_3(z-d)}, & z>d.\end{cases}$$

At $z=d$ the hyperbolic sine vanishes, so continuity of $\psi$ gives $C=t$. Continuity of $\psi'/m$ gives $\kappa D/m_0=ik_3t/m_3$. Multiplying by $\hbar$ turns this into $uD=iv_3t$, so $D=i(v_3/u)t$.

At $z=0$ the arguments are $-\kappa d$: the cosine keeps its sign and the sine changes it. Continuity of $\psi$ gives

$$1+r=t\left[\cosh\kappa d-i\frac{v_3}{u}\sinh\kappa d\right].$$

The slope condition, multiplied by $\hbar$, is

$$iv_1(1-r)=u\,t\left[-\sinh\kappa d+i\frac{v_3}{u}\cosh\kappa d\right].$$

Divide by $iv_1$ and use $-1/i=i$:

$$1-r=t\left[\frac{v_3}{v_1}\cosh\kappa d+i\frac{u}{v_1}\sinh\kappa d\right].$$

Adding the two equations for $1\pm r$ removes $r$:

$$2=t\left[\left(1+\frac{v_3}{v_1}\right)\cosh\kappa d+i\left(\frac{u}{v_1}-\frac{v_3}{u}\right)\sinh\kappa d\right].$$

**Q.** So the transmission is $|t|^2$?

**A.** Not when the velocities differ. Transmission is a ratio of currents. The incident current is $v_1$ and the transmitted one is $v_3|t|^2$, so $T=(v_3/v_1)|t|^2$. Taking the squared modulus of the last equation and multiplying by $v_1^2$ gives

$$\frac{4v_1^2}{|t|^2}=(v_1+v_3)^2\cosh^2\kappa d+\left(u-\frac{v_1v_3}{u}\right)^2\sinh^2\kappa d .$$

Now use $\cosh^2=1+\sinh^2$. The total coefficient of $\sinh^2\kappa d$ is

$$(v_1+v_3)^2+u^2-2v_1v_3+\frac{v_1^2v_3^2}{u^2}
=v_1^2+v_3^2+u^2+\frac{v_1^2v_3^2}{u^2}
=\frac{(u^2+v_1^2)(u^2+v_3^2)}{u^2}.$$

Therefore, within this model,

$$T=\frac{4v_1v_3}{(v_1+v_3)^2+\dfrac{(u^2+v_1^2)(u^2+v_3^2)}{u^2}\sinh^2\kappa d}.\tag{1}$$

For $v_1=v_3=v$ it reduces to $T=\{1+[(u^2+v^2)/(2uv)]^2\sinh^2\kappa d\}^{-1}$, the symmetric-barrier result.

**Q.** I see a hyperbolic sine. When does the transmission become a simple exponential in the thickness?

**A.** Define $q=e^{-2\kappa d}$. Then

$$\sinh^2\kappa d=\frac{e^{2\kappa d}-2+e^{-2\kappa d}}{4}=\frac14\left(\frac1q-2+q\right).$$

Define also

$$P=\frac{16v_1v_3u^2}{(u^2+v_1^2)(u^2+v_3^2)} .$$

The reciprocal of (1) becomes

$$\frac1T=\frac{(v_1+v_3)^2}{4v_1v_3}+\frac1P\left(\frac1q-2+q\right).\tag{2}$$

For a thick or high barrier, $q\ll1$ and the term $1/(Pq)$ dominates. Hence

$$T\simeq P\,e^{-2\kappa d}.\tag{3}$$

At $k_\parallel=0$ this reads

$$T\simeq P\exp\left[-\frac{2d}{\hbar}\sqrt{2m_0\Phi}\right].\tag{4}$$

The exponent is linear in the thickness and goes as the square root of the barrier height.

**Q.** "Dominates" is vague. A real gap is only a few ångströms wide. How large is the error?

**A.** It can be found in closed form. Multiply (2) by $Pq$:

$$\frac{Pq}{T}=1-2q+q^2+q\,\frac{P(v_1+v_3)^2}{4v_1v_3}.$$

Set $v_j=u\tan\theta_j$, with $0<\theta_j<\pi/2$. Since $1+\tan^2\theta=1/\cos^2\theta$, the last fraction is

$$\frac{4u^2(v_1+v_3)^2}{(u^2+v_1^2)(u^2+v_3^2)}
=4\left[(\tan\theta_1+\tan\theta_3)\cos\theta_1\cos\theta_3\right]^2
=4\sin^2(\theta_1+\theta_3).$$

Using $4\sin^2x=2-2\cos2x$ and writing $\varphi=2(\theta_1+\theta_3)$,

$$\frac{Pq}{T}=1-2q\cos\varphi+q^2.\tag{5}$$

The cosine lies between $-1$ and $1$, so

$$(1-q)^2\le\frac{Pq}{T}\le(1+q)^2.$$

The error of (3), relative to the full $T$, is thus at most $2q+q^2$ in magnitude. The same angles give $P=4\sin2\theta_1\sin2\theta_3\le4$.

**Q.** A prefactor of up to 4 looks suspicious for a probability.

**A.** It would be, if (3) held at zero thickness. It does not. From (1), as $d\to0$,

$$T\to\frac{4v_1v_3}{(v_1+v_3)^2},$$

which is the transmission of a bare velocity mismatch and cannot exceed 1. The exponential law tends to $P$ instead, because it omits the waves reflected back and forth within the gap. Those matter when $q$ is not small.

**Q.** Put in numbers. I want to know on which side of that line a gap falls.

**A.** Take round model parameters: $\Phi=4.5$ eV, $d=0.30$ nm and $k_\parallel=0$. They illustrate the formulas and do not describe a particular contact; a lower or thinner effective barrier has a larger $q$. The metal electron has normal kinetic energy 5 eV and mass $m_0$. The semiconductor electron has 0.2 eV, well above the room-temperature thermal energy of 0.026 eV, and mass $0.5m_0$. The mass meant is the out-of-plane one, and for weakly coupled layers it can be much larger: the one-dimensional lattice mentioned earlier has a lowest band only 0.14 eV wide, with a mass near $3m_0$. From $v=\sqrt{2E_{\rm kin}/m}$,

$$v_1=1.326\times10^6\ \mathrm{m/s},\qquad v_3=0.375\times10^6\ \mathrm{m/s}.$$

The constant $2\sqrt{2m_0}/\hbar$ is $10.246\ \mathrm{nm^{-1}\,eV^{-1/2}}$, so

$$2\kappa=10.246\sqrt{4.5}\ \mathrm{nm^{-1}}=21.74\ \mathrm{nm^{-1}},\qquad u=1.258\times10^6\ \mathrm{m/s}.$$

Then $2\kappa d=6.52$, $q=1.47\times10^{-3}$ and $P=2.19$. The exponential law gives

$$T\simeq2.19\times1.47\times10^{-3}=3.22\times10^{-3}.$$

Here is how it compares with direct integration of the Schrödinger equation through the gap:

| $d$ (nm) | $T$, integrated | $Pe^{-2\kappa d}$ |
|---:|---:|---:|
| 0.05 | 0.488 | 0.738 |
| 0.10 | 0.217 | 0.249 |
| 0.20 | 0.0279 | 0.0283 |
| 0.30 | 0.00322 | 0.00322 |

The law is 51% too high at 0.05 nm, 15% at 0.10 nm, and 0.17% at 0.30 nm, each relative to the integrated value. Equation (5) explains the sign. The velocities give $\theta_1=46.5^\circ$ and $\theta_3=16.6^\circ$, so $\varphi=126^\circ$ and $\cos\varphi=-0.59$. At 0.30 nm the excess is then $2(0.59)(1.47\times10^{-3})=0.0017$.

**Q.** Does the integration test the model, or merely your algebra?

**A.** The algebra. It uses the same potential and the same matching conditions, but not formula (1). Over 40 barriers with varied widths, heights, velocities and in-plane wavevectors, the largest relative difference was about $10^{-11}$. That says nothing about whether a real gap is rectangular, or whether effective-mass matching holds at its faces.

**Q.** How sensitive is the contact to thickness, then?

**A.** Take the logarithm of (5):

$$\ln T=\ln P-2\kappa d-\ln(1-2q\cos\varphi+q^2).\tag{6}$$

Neither $P$ nor $\varphi$ depends on $d$. To differentiate the last term, write its argument as $|1-qe^{i\varphi}|^2$ and use $\partial q/\partial d=-2\kappa q$. The result is

$$\frac{\partial\ln T}{\partial d}=-2\kappa\left[1+2\,\mathrm{Re}\,\frac{qe^{i\varphi}}{1-qe^{i\varphi}}\right].$$

Since $|1-qe^{i\varphi}|\ge1-q$, the correction in brackets is at most $2q/(1-q)$ in magnitude. For small $q$ the slope is $-2\kappa$, and a tenfold drop in $T$ takes

$$\Delta d=\frac{\ln10}{2\kappa}=\frac{2.303}{21.74\ \mathrm{nm^{-1}}}=0.106\ \mathrm{nm}.$$

Widening the example gap by this amount reduces the integrated transmission by a factor of 9.98. For this 4.5 eV barrier, about one ångström of extra width costs a decade. Since $\Delta d\propto1/\sqrt\Phi$ at $k_\parallel=0$, a 1 eV barrier would need about 0.22 nm once $q$ is small (0.23 nm starting from $d=0.30$ nm).

**Q.** And the work function? You called the dependence exponential, but $P$ contains $u$, and $u$ contains $\Phi$.

**A.** The objection is right: the exponential does not hold all of the $\Phi$ dependence. To separate the parts, hold $v_1$ and $v_3$ fixed, set $k_\parallel=0$ and assume $q\ll1$. Since $\kappa\propto\sqrt\Phi$, $\partial\kappa/\partial\Phi=\kappa/(2\Phi)$, and the exponent contributes

$$-2d\,\frac{\partial\kappa}{\partial\Phi}=-\frac{\kappa d}{\Phi}.$$

For the prefactor, $\ln P=2\ln u-\sum_j\ln(u^2+v_j^2)+\text{const}$, where $j=1,3$. Hence

$$\frac{\partial\ln P}{\partial\ln u}=2-\sum_j\frac{2u^2}{u^2+v_j^2}=\sum_j\frac{v_j^2-u^2}{v_j^2+u^2}.$$

With $\partial\ln u/\partial\Phi=1/(2\Phi)$, the sum of both parts is

$$\frac{\partial\ln T}{\partial\Phi}\simeq-\frac{\kappa d}{\Phi}+\frac1{2\Phi}\sum_j\frac{v_j^2-u^2}{v_j^2+u^2}.\tag{7}$$

Each fraction lies between $-1$ and $1$. The prefactor term is therefore at most $1/\Phi$ in magnitude, or $1/(\kappa d)$ relative to the exponential term. The exponential governs the barrier dependence when $\kappa d\gg1$, a stronger demand than $q\ll1$.

**Q.** In your example $\kappa d$ is only 3.26. That is hardly "much greater than one".

**A.** So the prefactor should be kept. The exponent contributes $-0.725\ \mathrm{eV^{-1}}$ and the prefactor $-0.087\ \mathrm{eV^{-1}}$, which is 12% of the former; the bound would have allowed 31%. Their sum is $-0.812\ \mathrm{eV^{-1}}$, against $-0.810\ \mathrm{eV^{-1}}$ from the integrated transmissions. The remainder belongs to the last term of (6), which (7) omits.

Over a finite change the same division appears. Raising $\Phi$ from 3.5 to 5.5 eV at $d=0.30$ nm lowers $T$ from $7.56\times10^{-3}$ to $1.49\times10^{-3}$, a factor of 5.1. The exponential supplies a factor of 4.3 and $P$ a factor of 1.19.

**Q.** Which matters more, then: the thickness or the barrier?

**A.** Compare equal fractional changes. The exponent in (4) depends on the product $d\sqrt\Phi$. To first order it stays fixed if

$$\frac{\delta d}{d}=-\frac12\frac{\delta\Phi}{\Phi}.$$

As far as the exponent is concerned, a 10% higher barrier is offset by a gap about 5% thinner.

**Q.** Could a low barrier still transmit poorly for some other reason?

**A.** Yes, if the semiconductor electron is close to its band edge. For $v_3\ll v_1,u$, equation (1) becomes

$$T\simeq\frac{4v_1v_3}{v_1^2\cosh^2\kappa d+u^2\sinh^2\kappa d}.$$

It vanishes linearly with $v_3$, hence as the square root of the normal kinetic energy in a parabolic band. This suppression comes from the velocity mismatch and is present even at $d=0$. A small measured transmission does not by itself reveal a thick gap.

**Q.** Go back to the in-plane momentum. Some layered semiconductors have their band edge far from the zone centre. Does it matter?

**A.** In this model it does. Let $\kappa_0$ be the value of $\kappa$ at $k_\parallel=0$. The exponential acquires the factor

$$e^{-2d(\kappa-\kappa_0)},\qquad \kappa=\sqrt{\kappa_0^2+k_\parallel^2}\simeq\kappa_0+\frac{k_\parallel^2}{2\kappa_0}\quad(k_\parallel\ll\kappa_0),$$

so it is approximately $e^{-k_\parallel^2d/\kappa_0}$, provided the next term in the exponent, $k_\parallel^4d/(4\kappa_0^3)$, is also much smaller than one. Electrons near normal incidence are favoured by the exponent.

For $k_\parallel=5\ \mathrm{nm^{-1}}$, $\kappa$ rises from 10.87 to 11.96 $\mathrm{nm^{-1}}$. The exponential is multiplied by 0.52. With $v_1$ and $v_3$ held fixed, $P$ is multiplied by 0.92, and the integrated transmission is multiplied by 0.48 in all. Holding the velocities fixed is only a way to isolate the gap. At fixed $E$ the example metal loses 0.95 eV of normal kinetic energy and $v_1$ falls by 10%, and the semiconductor has a propagating state there only if its valley lies near this $k_\parallel$; a zone-centred band with the example values ends at 1.6 $\mathrm{nm^{-1}}$. A Bloch state also contains several in-plane plane waves, whereas I have kept one.

A band edge at the zone corner lies further out still. In a hexagonal layer with lattice constant $a=0.316$ nm, the corner is at $4\pi/(3a)=13.3\ \mathrm{nm^{-1}}$, which exceeds $\kappa_0$. The expansion for small $k_\parallel$ then fails, and the full factor $e^{-2d(\kappa-\kappa_0)}$ is 0.023 for the example gap. This is the gap factor alone: the example metal has no propagating state beyond 11.5 $\mathrm{nm^{-1}}$, so in the model it transmits nothing at the corner. Note also that MoS$_2$, which has about this lattice constant, has its band edges at the corner as a monolayer, the case excluded above; in the thick crystal the conduction minimum lies about midway between centre and corner.

**Q.** One last doubt. If the two sides have different work functions, the vacuum level in the gap is tilted. Is the rectangle then useless?

**A.** Not for a modest tilt. Let the height run linearly from $\Phi-\Delta\Phi/2$ to $\Phi+\Delta\Phi/2$, with $k_\parallel=0$. In the leading semiclassical approximation, $\kappa d$ is replaced by $\int_0^d\kappa(z)\,dz$, so what counts is the average of $\sqrt{\Phi(z)}$. Put $\Phi(z)=\Phi(1+x)$ and expand $\sqrt{1+x}\simeq1+x/2-x^2/8$. For a linear tilt $\langle x\rangle=0$ and $\langle x^2\rangle=(\Delta\Phi/\Phi)^2/12$. Thus

$$\left\langle\sqrt{\Phi(z)}\right\rangle\simeq\sqrt\Phi\left[1-\frac{1}{96}\left(\frac{\Delta\Phi}{\Phi}\right)^2\right].$$

If the rectangle is given the mean height, the leading exponent therefore has no first-order error in the tilt.

For a barrier rising from 4 eV at the metal to 5 eV at the semiconductor, the average root drops by only 0.05%. Multiplied by $2\kappa d=6.52$, that would raise $T$ by about 0.3%. Direct integration instead gives a transmission 3.1% below that of the rectangle. The leading exponent does not account for this decrease, and I have not derived the correction that does. The change in $T$ is of first order in the tilt: the reversed tilt gives a transmission 3.8% above that of the rectangle. In this example the rectangle is good to a few per cent; for a mean height of 2 eV the same 1 eV tilt changes $T$ by $-7\%$ or $+8\%$.

## Table of computed values

```
barrier height phi = 4.50 eV
gap width d = 0.30 nm
metal normal kinetic energy = 5.00 eV
metal mass = 1.00 m0
semiconductor normal kinetic energy = 0.20 eV
semiconductor mass = 0.50 m0
metal velocity v1 = 1.3262e+06 m/s
semiconductor velocity v3 = 3.7511e+05 m/s
gap velocity scale u = 1.2581e+06 m/s
decay constant kappa = 1.0868e+10 1/m
kappa d = 3.2604 (dimensionless)
q = exp(-2 kappa d) = 1.4726e-03 (dimensionless)
prefactor P = 2.1874 (dimensionless)
T exact formula = 3.21555e-03
T integrated = 3.21555e-03
T exponential law = 3.22116e-03
largest relative formula error, 40 barriers = 1.2e-11
2 sqrt(2 m0)/hbar = 10.246 1/(nm sqrt(eV))
thickness slope, integrated = -21.6979 1/nm
thickness slope, -2 kappa = -21.7358 1/nm
thickness per decade = 0.1059 nm
T ratio over that thickness = 9.9843
barrier slope, integrated = -0.8100 1/eV
barrier slope, exponent part = -0.7245 1/eV
barrier slope, prefactor part = -0.0871 1/eV
width in nm | T integrated | T exponential | exponential/integrated
0.05 | 4.8784e-01 | 7.3781e-01 | 1.51238
0.10 | 2.1689e-01 | 2.4886e-01 | 1.14739
0.20 | 2.7882e-02 | 2.8313e-02 | 1.01546
0.30 | 3.2156e-03 | 3.2212e-03 | 1.00174
0.40 | 3.6640e-04 | 3.6647e-04 | 1.00020
0.50 | 4.1693e-05 | 4.1693e-05 | 1.00002
height in eV | T integrated | P | exp(-2 kappa d), d = 0.30 nm
3.5 | 7.5625e-03 | 2.3890 | 3.1804e-03
4.5 | 3.2156e-03 | 2.1874 | 1.4726e-03
5.5 | 1.4855e-03 | 2.0089 | 7.3994e-04
in-plane wavevector = 5.00 1/nm
kappa with in-plane wavevector = 1.1963e+10 1/m
in-plane factor from exponent = 0.5184
in-plane factor from prefactor = 0.9220
in-plane factor, integrated = 0.4785
tilted barrier: left height = 4.00 eV
tilted barrier: right height = 5.00 eV
relative drop of mean root height = 5.156e-04
T tilted, integrated = 3.1149e-03
T tilted / T rectangular = 0.9687
```
